\section*{Richardson Emission over a Dielectric Barrier from a Maxwellian Tail, part 1}

(Sections cited here and not found follow in the second part.)

\section{From occupied states to the $T^2$ law}

\subsection{The situation}

Two metal lines on a chip are separated by an insulating layer and held at different voltages. The conduction band of the insulator lies about an electronvolt or more above the Fermi level of the negative line, while the thermal energy $k_BT$ is a few hundredths of an electronvolt. Nearly all electrons in the metal are therefore confined to it. A few have enough energy to enter the conduction band of the insulator, and these can carry a leakage current. When this step, and not the transport through the layer, sets the current, the leakage is called electrode-limited.

How many electrons cross the barrier per unit area and time, and how does this number depend on temperature? An exponential factor is to be expected, because the electrons come from the thermal tail of the Fermi distribution. The factor in front of it requires a count of the states in the tail and of the speed at which each of them carries charge towards the insulator.

\subsection{Model and conventions}

The electrode fills the region on the left, the dielectric lies on the right, and the $z$ axis points from the electrode into the dielectric. The electrode is in equilibrium at temperature $T$ with Fermi level $E_F$. The conduction-band edge of the dielectric, followed along $z$, has a highest value $E_c$. The barrier height is
\begin{equation}
\phi=E_c-E_F>0 .
\end{equation}
If an applied field and the image force shape the barrier, $E_c$ is the maximum of the resulting profile, so that $\phi$ already contains the lowering at the given field. The barrier is taken to be the same over the whole area.

Near its edge the conduction band is parabolic and isotropic, with effective mass $m$ and two spin states. In the plane of the barrier maximum an electron with wave vector $\mathbf k=(k_x,k_y,k_z)$ has energy
\begin{equation}
E=E_F+\phi+\varepsilon,\qquad
\varepsilon=\frac{\hbar^2k^2}{2m}=\frac{\hbar^2(k_t^2+k_z^2)}{2m},
\label{eq:energy}
\end{equation}
where $k_t^2=k_x^2+k_y^2$ is the square of the transverse wave vector.

Three assumptions connect this plane to the electrode. First, an electron that has enough energy to pass the barrier is transmitted with probability one, and an electron that has not is reflected. Second, energy and transverse wave vector are conserved on the way. Third, for every state with $k_z>0$ in the plane of the maximum there is a state in the electrode that feeds it. The second half gives a sufficient condition for the third assumption. Under these assumptions each forward-moving state at the maximum is the continuation of an electrode state of the same energy, and it is occupied with the probability that holds in the electrode,
\begin{equation}
f(E)=\frac{1}{\exp[(E-E_F)/k_BT]+1}.
\label{eq:fermi}
\end{equation}

The symbol $e$ denotes the positive elementary charge, and $J$ is the magnitude of the current density carried by the electrons that move forward. The electric current itself points towards the electrode, because the electrons are negative. Electrons that come back from the dielectric are not counted in $J$; they are treated at the end of the second half.

\subsection{Counting states and flux}

In a volume $V$ with periodic boundary conditions, each allowed wave vector occupies a volume $(2\pi)^3/V$ in $k$ space. With two spin states, the number of states per unit volume of real space in the element $d^3k$ is
\begin{equation}
\frac{2\,d^3k}{(2\pi)^3}.
\end{equation}
The number of electrons per unit volume in this element is $f$ times as large. Their velocity along $z$ follows from the band energy,
\begin{equation}
v_z=\frac1\hbar\frac{\partial E}{\partial k_z}=\frac{\hbar k_z}{m}.
\end{equation}
During a time $dt$, the electrons of this element that cross an area $S$ of the plane are those found in a slab of thickness $v_z\,dt$ in front of it. Their number is the density times $S\,v_z\,dt$, so each element contributes its density times $v_z$ to the flux. Multiplication by $e$ and summation over the forward-moving states give
\begin{equation}
J=\frac{2e}{(2\pi)^3}\int_{k_z>0}d^3k\;\frac{\hbar k_z}{m}\,f(E).
\label{eq:flux}
\end{equation}
No separate threshold has to be written. A real $k_z$ in the plane of the maximum already means that the electron has passed the barrier.

\subsection{The Maxwellian tail}

Inserting the energy \eqref{eq:energy} into the Fermi function gives
\begin{equation}
f=\frac{1}{e^{(\phi+\varepsilon)/k_BT}+1}.
\end{equation}
Since $\varepsilon\ge0$, the exponential in the denominator is at least $e^{\phi/k_BT}$. For $\phi\gg k_BT$ this is very large compared with one, and the one may be dropped:
\begin{equation}
f\approx f_M=e^{-\phi/k_BT}\,e^{-\varepsilon/k_BT}.
\label{eq:tail}
\end{equation}
To see the size of the error, write $f=f_M/(1+f_M)$. Then
\begin{equation}
\frac{f_M-f}{f_M}=1-\frac1{1+f_M}=\frac{f_M}{1+f_M}=f\,.
\end{equation}
The error relative to the Maxwellian value is the occupation itself. The approximation is good because the states are almost empty, so that the exclusion principle seldom matters. The electrons in the bulk of the metal remain strongly degenerate; their tail alone looks like a classical gas.

The kinetic energy is a sum of a transverse and a normal part, so the exponential is a product, and \eqref{eq:flux} becomes
\begin{equation}
J=\frac{2e}{(2\pi)^3}\,e^{-\phi/k_BT}\,I_t\,I_z,
\label{eq:product}
\end{equation}
with
\begin{align}
I_t&=\int d^2k_t\;\exp\!\left(-\frac{\hbar^2k_t^2}{2mk_BT}\right),\\
I_z&=\int_0^\infty dk_z\;\frac{\hbar k_z}{m}\exp\!\left(-\frac{\hbar^2k_z^2}{2mk_BT}\right).
\end{align}

\subsection{The transverse integral}

In polar coordinates $d^2k_t=2\pi k_t\,dk_t$ after integration over the angle. Let
\begin{equation}
u=\frac{\hbar^2k_t^2}{2mk_BT},\qquad
du=\frac{\hbar^2k_t\,dk_t}{mk_BT},\qquad
k_t\,dk_t=\frac{mk_BT}{\hbar^2}\,du .
\end{equation}
Then
\begin{equation}
I_t=2\pi\,\frac{mk_BT}{\hbar^2}\int_0^\infty e^{-u}\,du
=\frac{2\pi mk_BT}{\hbar^2}.
\label{eq:It}
\end{equation}
This is the effective area of transverse $k$ space that is thermally accessible. The accessible radius grows as $\sqrt T$, so the area grows as $T$. That is the first power of temperature.

\subsection{The normal integral}

The same substitution with $k_z$ in place of $k_t$ gives
\begin{equation}
\frac{\hbar k_z}{m}\,dk_z=\frac{\hbar}{m}\,\frac{mk_BT}{\hbar^2}\,du=\frac{k_BT}{\hbar}\,du,
\end{equation}
and therefore
\begin{equation}
I_z=\frac{k_BT}{\hbar}\int_0^\infty e^{-u}\,du=\frac{k_BT}{\hbar}.
\label{eq:Iz}
\end{equation}
This is the second power of temperature. The mass has dropped out: a heavier electron has more normal states within the thermal range, but it moves more slowly in each of them, and the two effects cancel. The mass in the final result therefore comes from the transverse directions.

\subsection{The result}

Insertion of \eqref{eq:It} and \eqref{eq:Iz} into \eqref{eq:product} yields
\begin{align}
J&=\frac{2e}{8\pi^3}\;\frac{2\pi mk_BT}{\hbar^2}\;\frac{k_BT}{\hbar}\;e^{-\phi/k_BT}\nonumber\\
&=\frac{4\pi\,e\,m\,k_B^2T^2}{8\pi^3\hbar^3}\;e^{-\phi/k_BT}.
\end{align}
Cancelling $4\pi$ leaves
\begin{equation}
J=A\,T^2e^{-\phi/k_BT},\qquad
A=\frac{e\,m\,k_B^2}{2\pi^2\hbar^3}.
\label{eq:richardson}
\end{equation}
This is Richardson's law, and $A$ is the Richardson constant for the mass $m$. With $\hbar=h/2\pi$ it takes the equivalent form $A=4\pi e m k_B^2/h^3$. The factor two for spin is included in $A$.

The current is proportional to $T^2e^{-\phi/k_BT}$ with a fixed constant if $\phi$ itself does not change with temperature. If it does, \eqref{eq:richardson} still gives the current at each $T$, with the value of $\phi$ at that $T$, but a fit that treats $\phi$ as constant can return wrong values of the barrier and of $A$. The second half works out a case.

\subsection{A worked example}

Take round model parameters: $\phi=1.20$ eV, $m=0.50\,m_e$ and $T=400$ K, where $m_e$ is the free-electron mass. The thermal energy is $k_BT=34.47$ meV, so
\begin{equation}
\frac{\phi}{k_BT}=\frac{1200\ \text{meV}}{34.47\ \text{meV}}=34.81,\qquad
e^{-\phi/k_BT}=7.60\times10^{-16}.
\end{equation}
For $m=m_e$ the Richardson constant is $120.173$ A\,cm$^{-2}$K$^{-2}$. It is proportional to $m$, so here
\begin{equation}
A=0.50\times120.173=60.09\ \text{A\,cm}^{-2}\text{K}^{-2}.
\end{equation}
The prefactor and the current density are
\begin{align}
AT^2&=60.09\times(400)^2=9.61\times10^{6}\ \text{A\,cm}^{-2},\\
J&=9.61\times10^{6}\times7.60\times10^{-16}\nonumber\\
&=7.30\times10^{-9}\ \text{A\,cm}^{-2}
=7.30\times10^{-5}\ \text{A\,m}^{-2}.
\end{align}
The two integrals have the values $I_t=1.42\times10^{18}$ m$^{-2}$ and $I_z=5.24\times10^{13}$ s$^{-1}$. A direct numerical sum over three-dimensional wave vectors reproduces $J$; this and the other numerical results are listed in the output after the text.

At 300 K the same parameters give $J=3.75\times10^{-14}$ A\,cm$^{-2}$. The current thus rises by a factor $1.95\times10^5$ between 300 K and 400 K. The factor $T^2$ contributes $(400/300)^2=1.78$ to this, and the exponential contributes the remaining $1.10\times10^5$.

The exponential also decides how far such numbers can be trusted. At fixed temperature a small change $\delta\phi$ changes the current by $\delta J/J=-\delta\phi/k_BT$. At 400 K an error of 1 meV in the barrier shifts $J$ by about 3\%. The third digit of $J$ is meaningful for the stated parameters, but not as a prediction for a real layer whose barrier is known to some tens of millielectronvolts.

\subsection{The same result from a gas in equilibrium}

A second reading shows how the two powers of $T$ can be divided differently. Suppose that the backward-moving states at the barrier maximum were filled like the forward-moving ones. The electrons there would form a complete equilibrium gas. Its density is the integral of the occupied states over all $\mathbf k$. Each of the three directions contributes a Gaussian factor $\sqrt{I_t}$, because $I_t$ is the product of two equal factors. Hence
\begin{align}
n&=\frac{2}{(2\pi)^3}\left(\frac{2\pi mk_BT}{\hbar^2}\right)^{3/2}e^{-\phi/k_BT}\nonumber\\
&=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-\phi/k_BT}.
\label{eq:density}
\end{align}
For the mean speed, set $b=m/2k_BT$ and weight the speed $v$ with the Maxwellian $v^2e^{-bv^2}$:
\begin{equation}
\bar v=\frac{\int_0^\infty v^3e^{-bv^2}dv}{\int_0^\infty v^2e^{-bv^2}dv}
=\frac{1/(2b^2)}{\sqrt\pi/(4b^{3/2})}
=\frac{2}{\sqrt{\pi b}}=\sqrt{\frac{8k_BT}{\pi m}} .
\end{equation}
The directions are isotropic and $v_z=v\cos\theta$. The average of $\cos\theta$ over the full sphere, with the backward half set to zero, is
\begin{equation}
\frac1{4\pi}\int_0^{\pi/2}2\pi\sin\theta\cos\theta\,d\theta=\frac14 .
\end{equation}
The forward current density is therefore $J=e\,n\,\bar v/4$. Written out,
\begin{align}
\frac{en\bar v}{4}
&=\frac e2\,\frac{(mk_BT)^{3/2}}{(2\pi)^{3/2}\hbar^3}\,
\frac{\sqrt8\,(k_BT)^{1/2}}{(\pi m)^{1/2}}\,e^{-\phi/k_BT}\nonumber\\
&=\frac{e\,m\,(k_BT)^2}{2\pi^2\hbar^3}\,e^{-\phi/k_BT},
\end{align}
because $\sqrt8/(2\pi)^{3/2}=\pi^{-3/2}$. This is \eqref{eq:richardson} again. The density supplies $T^{3/2}$ and the speed $T^{1/2}$.

In the example $n=1.04\times10^{10}$ m$^{-3}$ and $\bar v=1.76\times10^5$ m/s, so that $n\bar v/4=4.56\times10^{14}$ electrons cross each square metre per second. If no electrons return, the backward half of the gas is absent and the actual density at the barrier maximum is $n/2$. The mean normal velocity in this half is $\bar v/2$, and the flux is still $n\bar v/4$.

\section{Accuracy, mass and the reading of data}

\subsection{Symbols and results carried over}

An electrode with Fermi level $E_F$ and temperature $T$ emits electrons over a barrier whose maximum $E_c$ lies $\phi$ above $E_F$. The dielectric has effective mass $m$; $k_t$ and $k_z$ are the transverse and normal wave vectors at the maximum, and $\varepsilon=\hbar^2(k_t^2+k_z^2)/2m$ is the kinetic energy there. The forward current density for the Maxwellian tail is
\begin{equation}
J=A\,T^2e^{-\phi/k_BT},\qquad A=\frac{e\,m\,k_B^2}{2\pi^2\hbar^3}.
\label{eq:law2}
\end{equation}
It is the product of $2e/(2\pi)^3$, the factor $e^{-\phi/k_BT}$, the transverse integral $2\pi mk_BT/\hbar^2$ and the normal integral $k_BT/\hbar$. The worked example has $\phi=1.20$ eV, $m=0.50\,m_e$, $T=400$ K, $k_BT=34.47$ meV, $A=60.1$ A\,cm$^{-2}$K$^{-2}$ and $J=7.30\times10^{-9}$ A\,cm$^{-2}$.

\subsection{Why the power is two}

The separate integrals show what the exponent owes to the dimension of space. In $d$ dimensions the density of states is $2/(2\pi)^d$, there are $d-1$ transverse directions, and each contributes a factor $(2\pi mk_BT/\hbar^2)^{1/2}$. The normal integral is unchanged. Hence
\begin{equation}
J_d=\frac{2e}{(2\pi)^d}\left(\frac{2\pi mk_BT}{\hbar^2}\right)^{(d-1)/2}
\frac{k_BT}{\hbar}\,e^{-\phi/k_BT},
\end{equation}
and the prefactor varies as $T^{(d-1)/2+1}=T^{(d+1)/2}$. For $d=1,2,3$ the exponents are $1$, $3/2$ and $2$. Numerical sums over wave vectors at 300 K and 400 K return these three values. The square of the temperature thus belongs to emission through a plane with two free transverse directions and parabolic bands.

Under the three assumptions, the forward current over the barrier follows $J=AT^2e^{-\phi/k_BT}$, with one power of $T$ from the two transverse directions and one from the normal motion. It remains to find the error of the Maxwellian tail, to settle which mass belongs in $A$, and to see what measured currents can reveal about the barrier and where the law fails.
